# A One-Pole Estimate of the Dispersion Coefficient of Hydrogen: a program that tests the result

```python
"""
One-pole estimate of the dispersion coefficient C6 of two identical atoms.
Result under test: a pole fitted to the static polarizability alpha and to the
f-sum N has frequency w = sqrt(N/alpha) and gives C6 = (3/4) alpha^2 w.
This is an upper bound; a pole at the lowest transition gives a lower bound.
Symbols (atomic units): u = imaginary frequency, f = oscillator strengths,
omega = transition frequencies, E = -C6/R^6 = energy at separation R.
The test atom is hydrogen: nonrelativistic, fixed nucleus.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import eval_genlaguerre, gammaln, roots_laguerre


def hydrogen_p_basis(size):
    """Overlap, h - E0, and dipole vector <k|z|1s> in a Laguerre p basis."""
    x, weight = roots_laguerre(40)
    r, weight = x / 2, weight / 2          # integrates exp(-2r) * polynomial
    value, slope = [], []
    for k in range(size):
        norm = np.exp(0.5 * (gammaln(k + 1) + 5 * np.log(2) - gammaln(k + 5)))
        p = norm * eval_genlaguerre(k, 4, x)
        dp = -2 * norm * eval_genlaguerre(k - 1, 5, x) if k else 0 * x
        value.append(r**2 * p)
        slope.append(2 * r * p + r**2 * dp - r**2 * p)
    value, slope = np.array(value), np.array(slope)
    overlap = (value * weight) @ value.T
    kinetic = 0.5 * (slope * weight) @ slope.T
    potential = (value * weight * (1 / r**2 - 1 / r)) @ value.T
    dipole = value @ (weight * 2 * r**2) / np.sqrt(3)
    return overlap, kinetic + potential + 0.5 * overlap, dipole


def spectrum(size):
    _, gap_matrix, dipole = hydrogen_p_basis(size)
    omega, vectors = np.linalg.eigh(gap_matrix)
    return omega, 2 * omega * (vectors.T @ dipole)**2


def response(u, omega, f):
    return np.sum(f / (omega**2 + u**2))


def c6_integral(alpha_of_u):
    return 3 / np.pi * quad(lambda u: alpha_of_u(u)**2, 0, np.inf,
                            epsabs=1e-10, epsrel=1e-10, limit=200)[0]


def c6_sum(omega, f):
    a, b = omega[:, None], omega[None, :]
    return 1.5 * np.sum(f[:, None] * f[None, :] / (a * b * (a + b)))


def grid_response(u, step=0.01, r_max=40.0):
    """Solve the first-order equation by finite differences on a radial grid."""
    r = np.arange(1, int(round(r_max / step))) * step
    source = 2 * r**2 * np.exp(-r) / np.sqrt(3)
    bands = np.zeros((3, r.size), dtype=complex)
    bands[0, 1:] = bands[2, :-1] = -0.5 / step**2
    bands[1] = 1 / step**2 + 1 / r**2 - 1 / r + 0.5 + 1j * u
    solution = solve_banded((1, 1), bands, source.astype(complex))
    return 2 * step * np.sum(source * solution).real


# Hydrogen response and its two limits
SIZE = 20
overlap, gap_matrix, dipole = hydrogen_p_basis(SIZE)
assert np.allclose(overlap, np.eye(SIZE), atol=1e-9)
omega, f = spectrum(SIZE)
alpha, f_sum = response(0.0, omega, f), np.sum(f)
assert abs(alpha - 4.5) < 1e-8 and abs(f_sum - 1) < 1e-8
for u in (0.0, 0.25, 0.5, 1.0, 2.0, 5.0):
    # grid error is of order step^2
    assert abs(grid_response(u) / response(u, omega, f) - 1) < 5e-4
tail = 50.0**2 * grid_response(50.0)
assert abs(tail - 1) < 3e-3                # finite-u correction is about 1/u^2

# Reference C6 by three routes: integral, double sum, atom-pair linear solve
c6_ref = c6_integral(lambda u: response(u, omega, f))
assert abs(c6_ref - c6_sum(omega, f)) < 1e-6
coupling = np.array([1.0, 1.0, -2.0])      # x, y, z dipole coupling times R^3
unit = np.eye(SIZE)
pair_gap = np.kron(gap_matrix, unit) + np.kron(unit, gap_matrix)
pair_source = np.kron(dipole, dipole)
c6_pair = np.sum(coupling**2) * pair_source @ np.linalg.solve(pair_gap, pair_source)
assert abs(c6_pair - c6_ref) < 1e-6
c6_small_basis = c6_sum(*spectrum(12))
assert abs(c6_small_basis - c6_ref) < 1e-4

# One-pole estimate, checked by quadrature and by coupled oscillators
w_pole = np.sqrt(f_sum / alpha)
c6_pole = 0.75 * alpha**2 * w_pole


def pole(u):
    return alpha / (1 + (u / w_pole)**2)


assert abs(c6_integral(pole) - c6_pole) < 1e-6
R = 30.0
cross = w_pole**2 * alpha * np.diag(coupling) / R**3
hessian = np.block([[w_pole**2 * np.eye(3), cross],
                    [cross, w_pole**2 * np.eye(3)]])
shift = 0.5 * np.sum(np.sqrt(np.linalg.eigvalsh(hessian)) - w_pole)
c6_oscillators = -shift * R**6
assert abs(c6_oscillators / c6_pole - 1) < 1e-5  # rounding and higher orders

# Bounds: hydrogen pointwise, then random positive spectra
for u in np.geomspace(0.01, 20, 80):
    assert pole(u) > response(u, omega, f)
c6_low = 0.75 * alpha**2 * omega[0]
assert c6_low < c6_ref < c6_pole
rng = np.random.default_rng(1)
for _ in range(200):
    w_r, f_r = rng.uniform(0.1, 3, 6), rng.uniform(0.01, 1, 6)
    a_r = response(0.0, w_r, f_r)
    upper = 0.75 * a_r**2 * np.sqrt(f_r.sum() / a_r)
    assert 0.75 * a_r**2 * w_r.min() < c6_sum(w_r, f_r) < upper

# Keep the 2p line and fit one pole to everything else
assert abs(omega[0] - 0.375) < 1e-7 and abs(f[0] - 2**13 / 3**9) < 1e-6
alpha_line = f[0] / omega[0]**2
f_rest, alpha_rest = f_sum - f[0], alpha - alpha_line
w_rest = np.sqrt(f_rest / alpha_rest)
c6_two = c6_sum(np.array([omega[0], w_rest]), np.array([f[0], f_rest]))
assert c6_ref < c6_two < c6_pole
assert c6_two - c6_ref < 0.5 * (c6_pole - c6_ref)

ionization = 0.5                           # hydrogen 1s binding energy
c6_ionization = 0.75 * alpha**2 * ionization
hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10
to_ev = hartree_ev * bohr_angstrom**6


def excess(value):
    return 100 * (value / c6_ref - 1)


print("Hydrogen atom; C6 in hartree bohr^6 unless stated")
print(f"static polarizability alpha = {alpha:.6f} bohr^3")
print(f"f-sum N = {f_sum:.6f}")
print(f"u^2 alpha(iu) at u = 50 hartree, radial grid = {tail:.5f}")
print(f"pole frequency sqrt(N/alpha) = {w_pole:.5f} hartree")
print("u (hartree), true alpha(iu), one-pole alpha (bohr^3), ratio pole/true")
for u in (0.0, 0.25, 0.5, 1.0, 2.0, 5.0):
    true = response(u, omega, f)
    print(f"  {u:.2f}  {true:.5f}  {pole(u):.5f}  {pole(u) / true:.4f}")
print(f"C6 one-pole estimate = {c6_pole:.4f}")
print(f"C6 from coupled oscillators at R = {R:.0f} bohr = {c6_oscillators:.4f}")
print(f"C6 reference, frequency integral = {c6_ref:.5f}")
print(f"C6 reference, atom-pair second order = {c6_pair:.5f}")
print(f"C6 reference with 12 instead of {SIZE} functions = {c6_small_basis:.5f}")
print(f"one-pole excess over reference = {excess(c6_pole):.2f} percent")
print(f"C6 one-pole estimate = {c6_pole * to_ev:.3f} eV angstrom^6")
print(f"C6 reference = {c6_ref * to_ev:.3f} eV angstrom^6")
print(f"lowest transition 1s-2p = {omega[0]:.5f} hartree")
print(f"C6 lower bound, pole at 1s-2p = {c6_low:.4f}")
print(f"ionization energy = {ionization:.3f} hartree")
print(f"C6 with pole at ionization energy = {c6_ionization:.4f}")
print(f"its excess over reference = {excess(c6_ionization):.2f} percent")
print(f"oscillator strength of 1s-2p = {f[0]:.5f}")
print(f"part of alpha from 1s-2p = {alpha_line:.5f} bohr^3")
print(f"share of alpha from 1s-2p = {100 * alpha_line / alpha:.1f} percent")
print(f"remaining strength = {f_rest:.5f}")
print(f"remaining alpha = {alpha_rest:.5f} bohr^3")
print(f"pole frequency for the remainder = {w_rest:.5f} hartree")
print(f"C6 with 2p line plus one pole = {c6_two:.4f}")
print(f"its excess over reference = {excess(c6_two):.2f} percent")
print("tests ok")
```

It prints:

```
Hydrogen atom; C6 in hartree bohr^6 unless stated
static polarizability alpha = 4.500000 bohr^3
f-sum N = 1.000000
u^2 alpha(iu) at u = 50 hartree, radial grid = 0.99958
pole frequency sqrt(N/alpha) = 0.47140 hartree
u (hartree), true alpha(iu), one-pole alpha (bohr^3), ratio pole/true
  0.00  4.50000  4.50000  1.0000
  0.25  3.31262  3.51220  1.0602
  0.50  1.90539  2.11765  1.1114
  1.00  0.74244  0.81818  1.1020
  2.00  0.22447  0.23684  1.0551
  5.00  0.03902  0.03965  1.0162
C6 one-pole estimate = 7.1595
C6 from coupled oscillators at R = 30 bohr = 7.1595
C6 reference, frequency integral = 6.49903
C6 reference, atom-pair second order = 6.49903
C6 reference with 12 instead of 20 functions = 6.49903
one-pole excess over reference = 10.16 percent
C6 one-pole estimate = 4.278 eV angstrom^6
C6 reference = 3.883 eV angstrom^6
lowest transition 1s-2p = 0.37500 hartree
C6 lower bound, pole at 1s-2p = 5.6953
ionization energy = 0.500 hartree
C6 with pole at ionization energy = 7.5937
its excess over reference = 16.84 percent
oscillator strength of 1s-2p = 0.41620
part of alpha from 1s-2p = 2.95962 bohr^3
share of alpha from 1s-2p = 65.8 percent
remaining strength = 0.58380
remaining alpha = 1.54038 bohr^3
pole frequency for the remainder = 0.61563 hartree
C6 with 2p line plus one pole = 6.7464
its excess over reference = 3.81 percent
tests ok
```
